# Hot-electron lifetime in a metal and competition with phonons in gold

## Problem

An electron is placed at energy $\xi=E-E_F$ above the Fermi energy of a homogeneous electron gas with density parameter $r_s$.

(a) Find its lifetime $\tau$ against collisions with the other electrons, at zero temperature, for small $\xi$ and high density. Write it as $\tau=C/\xi^2$ and give $C$ in fs eV².

(b) How fast does the electron lose energy in these collisions, and what changes if the electron sea has a temperature $T$?

(c) How fast does it lose energy to phonons, and how fast does a slightly heated electron gas cool?

(d) Estimate when, in gold, thermalization by electron-electron collisions is slower than cooling by phonons.

For gold take these rough inputs: $r_s=3$ (one s electron per atom), electron-phonon coupling $\lambda=0.2$, a Debye phonon spectrum with cutoff $\Omega_D=0.015$ eV, and a dielectric constant $\varepsilon_d=6$ for the polarizable d shells. The temperature is 300 K.

Part (a) uses Hartree atomic units. From part (b) on, energies are in eV and times in fs, $\Omega$ is a phonon energy, and $\theta=k_BT$.

## Solution

### (a) The lifetime

**Golden rule.** The hot electron goes from $\mathbf k$ to $\mathbf k-\mathbf q$ and gives up the energy

$$\omega=\tfrac12k^2-\tfrac12|\mathbf k-\mathbf q|^2=kq\cos\vartheta-\tfrac12q^2 .$$

An electron of the sea takes it up and goes from $\mathbf p$ to $\mathbf p+\mathbf q$. The interaction is the screened one, $4\pi/[q^2\varepsilon(q,\omega)]$, with the dielectric function of the random-phase approximation. Exchange between the two outgoing electrons is neglected. With $f$ the Fermi function,

$$\frac1\tau=2\pi\int\!\frac{d^3q}{(2\pi)^3}\,\frac{16\pi^2}{q^4|\varepsilon(q,\omega)|^2}\,S(q,\omega),$$

$$S=2\int\!\frac{d^3p}{(2\pi)^3}\,f_{\mathbf p}\,(1-f_{\mathbf p+\mathbf q})\,\delta\!\left(\omega-\mathbf p\cdot\mathbf q-\tfrac12q^2\right).$$

The factor 2 in $S$ counts the spins of the struck electron. The final state $\mathbf k-\mathbf q$ must be empty, which at zero temperature means $\omega<\xi$. A sea at zero temperature can only take up energy, so also $\omega>0$.

**Phase space of the struck electron.** Put the $z$ axis along $\mathbf q$. The delta function fixes $p_z=\omega/q-q/2$ and gives a factor $1/q$. The transverse integral is $\pi\,d(p_\perp^2)=2\pi\,dx$, where $x=p^2/2-E_F$ is the energy of the struck electron from the Fermi level. Therefore

$$S=\frac{2}{8\pi^3}\,\frac1q\,2\pi A=\frac{A(\omega)}{2\pi^2q},\qquad A(\omega)=\int dx\,f(x)\,[1-f(x+\omega)] .$$

At zero temperature the integrand is 1 for $-\omega<x<0$ and 0 elsewhere, so $A=\omega$. This needs the whole interval to be available, that is $\omega/q+q/2\le k_F$. For small $\omega$ the condition becomes $\omega/k_F\lesssim q\lesssim 2k_F$.

**From angle to energy.** Insert $S=\omega/(2\pi^2q)$:

$$\frac1\tau=\int\!\frac{d^3q}{(2\pi)^3}\,\frac{16\pi\,\omega}{q^5|\varepsilon|^2}.$$

At fixed $q$, $d\omega=kq\,d\cos\vartheta$, so $d^3q=2\pi q^2\,dq\,d\omega/(kq)$. The prefactor is $2\pi\cdot16\pi/(8\pi^3)=4/\pi$, and

$$\frac1\tau=\frac{4}{\pi k}\int_0^\xi d\omega\,\omega\int\frac{dq}{q^4|\varepsilon(q,\omega)|^2}.$$

For small $\xi$ set $k=k_F$, replace $\varepsilon(q,\omega)$ by $\varepsilon(q,0)$ and let $q$ run from 0 to $2k_F$. Since $\int_0^\xi\omega\,d\omega=\xi^2/2$,

$$\frac1\tau=\frac{2\xi^2}{\pi k_F}\,J,\qquad J=\int_0^{2k_F}\frac{dq}{q^4\,\varepsilon(q,0)^2}. \tag{1}$$

The factor $\xi^2$ comes from the Pauli principle: one power of $\xi$ from the range of $\omega$, the other from the number of sea electrons that can accept $\omega$.

**Screening.** At long wavelength $\varepsilon(q,0)=1+s^2/q^2$, where $s^2$ is $4\pi$ times the density of states $k_F/\pi^2$ of both spins, so $s^2=4k_F/\pi$. The integrand of $J$ becomes $1/(q^2+s^2)^2$ and is concentrated at $q\lesssim s$. At high density $s/k_F=\sqrt{4/(\pi k_F)}$ is small. The long-wavelength form then holds where it is needed, and the upper limit may be sent to infinity. With $q=s\tan\varphi$,

$$J=\frac1{s^3}\int_0^{\pi/2}\cos^2\varphi\,d\varphi=\frac{\pi}{4s^3}.$$

Static screening requires $\omega\ll qk_F$ at $q\sim s$. Because $s^2k_F^2=4k_F^3/\pi=3\omega_p^2$, with $\omega_p$ the plasma frequency, this means $\xi\ll\omega_p$.

**Result.** From (1), $1/\tau=\xi^2/(2k_Fs^3)$, and $s^3=8k_F^{3/2}/\pi^{3/2}$, so

$$\tau=\frac{16\,k_F^{5/2}}{\pi^{3/2}\,\xi^2}. \tag{2}$$

The definition of $r_s$ gives $3/(4\pi r_s^3)=k_F^3/(3\pi^2)$, hence $k_F=(9\pi/4)^{1/3}/r_s$. An atomic unit of time multiplied by a Hartree squared is $\hbar E_h$, with $E_h$ the Hartree energy. Thus

$$C=\frac{16}{\pi^{3/2}}\left(\frac{9\pi}{4}\right)^{5/6}\hbar E_h\,r_s^{-5/2}=263\,r_s^{-5/2}\ \text{fs eV}^2 .$$

This is the Quinn-Ferrell lifetime. The number of electrons that can take up a given $q$ and $\omega$, $S=\omega/(2\pi^2q)$, does not depend on the density. A denser gas screens better ($s^3\propto k_F^{3/2}$) and its electrons are faster (the factor $1/k_F$ in (1)), so the lifetime grows with density.

Neglecting exchange is consistent at high density. For equal spins the direct amplitude, with transfer $q$, interferes with the exchanged one, with transfer $q'$. The direct term integrates the squared interaction over $q$ and scales as $s^{-3}$. The interference term comes mainly from nearly parallel electrons, for which both transfers are of order $s$. It integrates the interaction once over $q$ and once over $q'$ and scales as $s^{-2}k_F^{-1}$. It is thus smaller by the factor $s/k_F$, and since it acts only for equal spins it lowers the rate by a fraction of about $s/(2k_F)$. At $r_s=3$, where $k_F=0.640$ and $s=0.903$, this ratio is not small. There the formula is an extrapolation.

### (b) Energy loss and a warm sea

In (a) a collision with energy transfer $\omega$ has weight proportional to $\omega$. The mean transfer is therefore

$$\langle\omega\rangle=\frac{\int_0^\xi\omega^2\,d\omega}{\int_0^\xi\omega\,d\omega}=\frac{2\xi}{3}.$$

The struck electron starts with equal probability anywhere in $-\omega<x<0$, so on average the hole and the newly excited electron each carry $\omega/2$. One collision thus turns the energy $\xi$ into three excitations of mean energy $\xi/3$. This is the elementary step of thermalization. The hot electron loses energy at the mean rate $\tfrac23\xi/\tau=\tfrac23\xi^3/C$.

**Finite temperature.** Let $n(\omega)=1/(e^{\omega/\theta}-1)$. The ratio of $f(x)[1-f(x+\omega)]$ to $f(x+\omega)[1-f(x)]$ is $e^{\omega/\theta}$, and their difference is $f(x)-f(x+\omega)$, whose integral over $x$ is $\omega$. Hence

$$\int dx\,f(x)[1-f(x+\omega)]=\omega[1+n(\omega)],\qquad \int dx\,f(x+\omega)[1-f(x)]=\omega\,n(\omega). \tag{3}$$

These hold for either sign of $\omega$. As long as $\theta$ and $|\xi|$ are small against both $E_F$ and the plasma energy $\hbar\omega_p$, the integral $J$ is unchanged. The rates for leaving and for filling the state at $\xi$ are then

$$R_{\rm out}=\frac2C\int_{-\infty}^{\infty}\!d\omega\,\omega[1+n(\omega)][1-f(\xi-\omega)],\qquad R_{\rm in}=\frac2C\int_{-\infty}^{\infty}\!d\omega\,\omega\,n(\omega)f(\xi-\omega).$$

The occupation obeys $\dot f=-fR_{\rm out}+(1-f)R_{\rm in}$. A disturbance of this one state, with all others held fixed, decays at the rate $R_{\rm out}+R_{\rm in}$, whose integrand is $\omega B$ with $B=1+n(\omega)-f(\xi-\omega)$. Split $B$ with step functions $\Theta$ into three parts:

- $1+n(\omega)-\Theta(\omega)$ equals $n(|\omega|)$ for $\omega>0$ and $-n(|\omega|)$ for $\omega<0$. Multiplied by $\omega$ it integrates to $2\int_0^\infty\omega\,n\,d\omega=\pi^2\theta^2/3$.
- $\Theta(\omega)-\Theta(\omega-\xi)$ gives $\xi^2/2$.
- $\Theta(\omega-\xi)-f(\xi-\omega)$ is odd in $y=\omega-\xi$ and equals $f(y)$ for $y>0$. Multiplied by $\omega=\xi+y$ it gives $2\int_0^\infty y f(y)\,dy=\pi^2\theta^2/6$.

The sum is $(\xi^2+\pi^2\theta^2)/2$, and

$$\frac1{\tau(\xi,T)}=\frac{\xi^2+(\pi\theta)^2}{C}. \tag{4}$$

The energy loss rate is $(2/C)\int d\omega\,\omega^2[1+n(\omega)][1-f(\xi-\omega)]$. The product of brackets differs from $B$ by $-n(\omega)f(\xi-\omega)$, which is of order $e^{-\xi/\theta}$ and is dropped for $\xi\gg\theta$. With the weight $\omega^2$, the first part of $B$ integrates to zero because it is odd. The second gives $\xi^3/3$. In the third only the term $2\xi y$ of $(\xi+y)^2$ survives, giving $2\xi\cdot\pi^2\theta^2/6$. Therefore

$$P_{ee}=\frac{2\,\xi\,[\xi^2+(\pi\theta)^2]}{3C}. \tag{5}$$

### (c) Phonons

Let $\alpha^2F(\Omega)$ be the phonon spectrum weighted with the coupling, so that an electron emits phonons in $d\Omega$ at the rate $(2\pi/\hbar)\alpha^2F\,(n+1)\,d\Omega$ and absorbs them at $(2\pi/\hbar)\alpha^2F\,n\,d\Omega$. If $\xi$ is well above both $\Omega_D$ and $\theta$, the final states are empty. Emission minus absorption gives the loss

$$P=\frac{2\pi}\hbar\int d\Omega\,\alpha^2F\,\Omega\,[(n+1)-n]=\frac{\pi\lambda\langle\Omega^2\rangle}{\hbar},$$

with the usual definitions $\lambda=2\int\alpha^2F\,d\Omega/\Omega$ and $\lambda\langle\Omega^2\rangle=2\int\alpha^2F\,\Omega\,d\Omega$. The loss depends neither on $\xi$ nor on the lattice temperature, since stimulated emission and absorption cancel.

They do not cancel in the scattering rate, which contains $2n+1\approx2\theta/\Omega$ for a hot lattice:

$$\frac1{\tau_{\rm ph}}=\frac{2\pi}{\hbar}\int d\Omega\,\alpha^2F\,\frac{2\theta}{\Omega}=\frac{2\pi\lambda\theta}{\hbar}.$$

**Cooling of the gas.** Let the electrons have temperature $T_e$, slightly above the lattice temperature $T$, and let $g$ be their density of states. Weight emission and absorption with the Fermi functions and use (3) with $\omega=\mp\Omega$. The energy flow to the lattice is

$$\frac{2\pi g}{\hbar}\int d\Omega\,\alpha^2F\,\Omega^2\,\{(n+1)n_e-n(1+n_e)\}=\frac{2\pi g}{\hbar}\int d\Omega\,\alpha^2F\,\Omega^2\,(n_e-n),$$

where $n_e$ is $n$ taken at $T_e$. For a lattice hot on the phonon scale, $n_e-n\approx k_B(T_e-T)/\Omega$, and the flow is $gP\,k_B(T_e-T)$. The thermal energy of the electrons is $\pi^2g\theta^2/6$, so their excess heat is $(\pi^2/3)g\theta\,k_B(T_e-T)$. The quotient is the cooling time

$$t_c=\frac{\pi^2\theta}{3P}. \tag{6}$$

### (d) Gold

**Inputs to rates.** The law gives $C=263\times3^{-5/2}=16.9$ fs eV². For the Debye spectrum $\alpha^2F=\lambda(\Omega/\Omega_D)^2$, so $\langle\Omega^2\rangle=2\int_0^{\Omega_D}\Omega^3d\Omega/\Omega_D^2=\Omega_D^2/2$. Then $\lambda\langle\Omega^2\rangle=2.25\times10^{-5}$ eV² and $P=1.07\times10^{-4}$ eV/fs. At 300 K, $\theta=0.0259$ eV, $\tau_{\rm ph}=20$ fs and $t_c=790$ fs.

**At 1 eV.** The electron-electron lifetime is 17 fs, close to the phonon scattering time. The energy losses are far apart: $P_{ee}\approx\tfrac23/16.9=0.04$ eV/fs, several hundred times $P$. Phonons alone would need 9300 fs to remove 1 eV. They turn the electron's direction often but take little energy each time. In this model an electron 1 eV above $E_F$ therefore passes energy to other electrons much faster than to the lattice. Full thermalization takes longer than this first step, because the secondary electrons and holes have less energy and collide less often.

**Crossover for one electron.** As $\xi$ decreases, $P_{ee}$ falls as $\xi^3$, while $P$ stays constant as long as $\xi$ is well above $\Omega_D$. In this range the phonon loss overtakes the electron-electron loss at an energy $\xi_*$. For a cold sea, $\tfrac23\xi_*^3/C=P$ gives

$$\xi_*=\left(\tfrac32CP\right)^{1/3}=\left(1.5\times16.9\times1.07\times10^{-4}\right)^{1/3}\text{eV}\approx0.14\ \text{eV}.$$

At 300 K the condition is $\tfrac23\xi[\xi^2+(\pi\theta)^2]=CP$, with root 0.12 eV. Both values are well above $\Omega_D$ and $\theta$, as the formulas require.

**Crossover for a slightly heated gas.** Here compare (4) with $1/t_c$. Relaxation is slower than cooling if

$$\xi^2<\frac{3CP}{\pi^2\theta}-(\pi\theta)^2 . \tag{7}$$

At 300 K the right side is $0.0213-0.0066=0.0147$ eV², so the slow window is $|\xi|<0.12$ eV, nearly $5\theta$ to each side of $E_F$. At $E_F$ itself the relaxation time is $C/(\pi\theta)^2\approx2600$ fs, about three times $t_c$. In this model, after weak excitation at room temperature, the electrons near $E_F$ therefore give much of their energy to the lattice before they have settled into a Fermi distribution of their own. The value of $t_c$, derived for such a distribution, is then itself only an estimate.

The window closes when the right side of (7) vanishes, at

$$\theta_\times=\left(\frac{3CP}{\pi^4}\right)^{1/3}\approx0.038\ \text{eV},\quad\text{or about }440\text{ K}.$$

Above this temperature relaxation is the faster process at every $\xi$.

**The cold limit.** Equation (6) fails when $\theta\ll\Omega_D$. The flow then contains $\int_0^\infty\Omega^4n\,d\Omega=24\zeta(5)\theta^5$, with $\zeta$ the Riemann zeta function. Its change for a small temperature difference is $120\,\zeta(5)\theta^4k_B(T_e-T)$, so

$$t_c=\frac{(\pi^2/3)\,\theta}{(2\pi\lambda/\hbar\Omega_D^2)\,120\,\zeta(5)\,\theta^4}=\frac{\pi\hbar\,\Omega_D^2}{720\,\zeta(5)\,\lambda\,\theta^3}.$$

This grows as $T^{-3}$, while the relaxation time at $E_F$ grows as $T^{-2}$. In this model thermalization becomes the faster process again once $\theta<\pi^3\hbar\Omega_D^2/[720\,\zeta(5)\lambda C]$. With the law's $C$ this happens only below about 0.02 K. Within the model the slow regime is thus bounded in temperature from below as well as from above. The lower bound holds only for a clean crystal. At such temperatures impurities and surfaces limit the mean free path in real gold samples, and both the electron-electron and the electron-phonon rates then follow other laws.

### Three screening models

At $r_s=3$ the steps from (1) to (2) can be avoided by integrating $J$ numerically with the static Lindhard function, the random-phase result for all $q$. The polarizable d shells are included by replacing $\varepsilon(q,0)$ with $\varepsilon(q,0)+\varepsilon_d-1$. The last four columns are for gold: the single-electron crossover in a cold sea and at 300 K, the half-width of the slow window at 300 K, and the temperature at which it closes.

| Screening | $C$ (fs eV²) | Cold (eV) | 300 K (eV) | Window (eV) | Closes (K) |
|---|---|---|---|---|---|
| Law (2) | 17 | 0.14 | 0.12 | 0.12 | 440 |
| Lindhard | 17 | 0.14 | 0.12 | 0.12 | 450 |
| Lindhard and d | 41 | 0.19 | 0.18 | 0.21 | 600 |

The first two rows agree although $s$ exceeds $k_F$. Two errors of the law have opposite signs. Extending $q$ beyond $2k_F$ adds collisions that do not exist, while Thomas-Fermi screening is stronger than Lindhard screening at large $q$ and suppresses real ones. At this density they nearly cancel.

The d shells lengthen the lifetime. In the Thomas-Fermi limit the substitution $q=(s/\sqrt{\varepsilon_d})\tan\varphi$ gives

$$J=\int_0^\infty\frac{dq}{(\varepsilon_dq^2+s^2)^2}=\frac{\pi}{4s^3\sqrt{\varepsilon_d}},$$

so $C$ is multiplied by $\sqrt{\varepsilon_d}\approx2.4$, close to the ratio of the last two rows. The interaction at $q\to0$ stays at $4\pi/s^2$, but the range of effective $q$ shrinks. A constant $\varepsilon_d$ overstates this screening at large $q$, which makes the last value of $C$ too long on that account.

The quadratic law also has a limited range in energy. If the double integral over $\omega$ and $q$ is done numerically for 1 eV with the full phase space and the frequency-dependent Lindhard function, without d shells, the lifetime is 20 fs. The low-energy coefficient with Lindhard screening gives 17 fs, about 15% below that value.

The cold-sea energy and the closing temperature are less sensitive than the lifetime. They vary as $(CP)^{1/3}$, so doubling $CP$ raises them by 26% and halving it lowers them by 21%. The window at 300 K, a difference of two terms in (7), is more fragile. Starting from the law's value, doubling $CP$ widens it by 57%, halving $CP$ nearly halves it, and it closes when $CP$ falls to about 0.3 of that value. Within these models, and at temperatures up to 300 K, phonons overtake electron-electron collisions in the energy loss of a single hot electron in gold at one to two tenths of an eV above $E_F$. The estimate leaves out the real band structure, exchange, the excitation of d electrons and the transport of electrons out of the excited region. The comparison (7) uses the decay of a single disturbed state, not a solution of the Boltzmann equation for the whole distribution.

Numerical values quoted here were computed with a short program.
